# Profile Likelihood of Stress-Voiding Lifetimes: Stress Exponent and Stress-Free Temperature

## The physical situation

A metal line encapsulated at high temperature is pulled into tension as it cools, because it contracts more than its surroundings. Vacancies migrate down the stress gradients and may collect into a void that opens a contact, even with no current flowing. Cooling raises the driving stress but slows the transport, so voiding is fastest at an intermediate temperature.

A test stores parts in several ovens and records their lives. Three physical parameters are wanted: the activation energy $E_a$ of the transport, the exponent $n$ with which the voiding rate follows stress, and the temperature $T_0$ at which the stress vanishes. The last two both describe how life bends away from an Arrhenius line. How well can the data separate them?

## Model and likelihood

Take stress proportional to $T_0-T$ and voiding rate proportional to stress to the power $n>0$. With $k$ in eV/K, the median life for $T<T_0$ is

$$
t_{50}(T)=A\left(\frac{T_0-T}{100\ \mathrm K}\right)^{-n}
\exp\left[E_a x(T)\right],\qquad
x(T)=\frac1k\left(\frac1T-\frac1{T_r}\right).
$$

The reference temperature $T_r$ is a convention. $A$ is the life extrapolated to $T=T_r$ and a stress-free gap of 100 K; it is not the life at $T_r$ unless $T_0-T_r=100$ K.

The shortest median life follows from

$$
\frac{d\ln t_{50}}{dT}=\frac{n}{T_0-T}-\frac{E_a}{kT^2}=0
\quad\Longrightarrow\quad E_a(T_0-T)=nkT^2 .
$$

The first term is the loss of driving stress on heating, the second the gain in transport.

Let $y_{ij}$ be the log life of part $j$ in oven $i$, with $m$ parts in each oven and $N$ in all. Assume independent parts, exact failure times, no part removed before failure, and normal scatter of $y_{ij}$ about $\mu_i=\ln t_{50}(T_i)$ with common standard deviation $s$. Then

$$
\ell=-N\ln s-\frac{R}{2s^2}+\text{const},\qquad
R=\sum_{ij}(y_{ij}-\mu_i)^2 .
$$

Write $y_{ij}-\mu_i=(y_{ij}-\bar y_i)+(\bar y_i-\mu_i)$ and square. The cross term vanishes because $\sum_j(y_{ij}-\bar y_i)=0$, so

$$
R=W+m\sum_i(\bar y_i-\mu_i)^2,\qquad W=\sum_{ij}(y_{ij}-\bar y_i)^2 .
$$

Only the second part depends on the physical parameters. Setting $\partial\ell/\partial s=-N/s+R/s^3=0$ gives $s^2=R/N$. Inserting this leaves $\ell=-(N/2)\ln R+\text{const}$.

## Reducing the fit to one dimension

At fixed $T_0$,

$$
\mu_i=\ln A+E_a x_i-n\ln\frac{T_0-T_i}{100\ \mathrm K}
$$

is linear in $\ln A$, $E_a$ and $n$. Linear least squares therefore gives the smallest $R$ at that $T_0$, called $R(T_0)$. The profile deviance, twice the drop in log-likelihood from its maximum, is

$$
D(T_0)=N\ln\frac{R(T_0)}{R_{\min}} .
$$

The approximate 95% interval contains the values with $D\le3.84$, the 95% point of the chi-squared distribution with one degree of freedom. This threshold is asymptotic, so its coverage must be examined for the design in use.

The algorithm is:

1. Compute $\bar y_i$ and $W$.
2. With $T_{\max}$ the hottest oven and $g=T_0-T_{\max}$, scan $\ln g$. This keeps $T_0$ admissible and resolves both small and large gaps.
3. At each $g$, split the logarithm as
$$
\ln\frac{T_0-T_i}{100\ \mathrm K}=\ln\frac{g}{100\ \mathrm K}+\ln\left(1+\frac{T_{\max}-T_i}{g}\right).
$$
Move the first term into the constant, scale the second column to unit length, and solve the linear problem. The split avoids subtracting nearly equal logarithms when $g$ is large.
4. Refine the lowest point of the scan, then find where $D$ crosses 3.84.

The profile for $n$ is obtained likewise: fix $n$, solve for $\ln A$ and $E_a$ at each $g$, and minimize over $g$.

## Why the two estimates are correlated

For small noise the model may be linearized about the true parameters. Define

$$
f_i=\ln(T_0-T_i),\qquad g_i=\frac1{T_0-T_i},
$$

where the subscripted $g_i$ is distinct from the gap $g$. The derivatives of $\mu_i$ with respect to $n$ and $T_0$ are $-f_i$, up to a constant, and $-n g_i$. Let $P$ remove from a vector its least-squares fit by a constant and $1/T$, which is the part that $\ln A$ and $E_a$ can imitate. What remains is

$$
u=-Pf,\qquad v=-nPg .
$$

The scatter $s$ does not enter this calculation, since its expected cross-information with the mean parameters is zero. The information matrix for $(n,T_0)$ and its inverse are

$$
F=\frac m{s^2}\begin{pmatrix}u\cdot u&u\cdot v\\u\cdot v&v\cdot v\end{pmatrix},
\qquad
F^{-1}=\frac{s^2}{m\Delta}\begin{pmatrix}v\cdot v&-u\cdot v\\-u\cdot v&u\cdot u\end{pmatrix},
$$

with $\Delta=(u\cdot u)(v\cdot v)-(u\cdot v)^2$. Hence

$$
\rho=\mathrm{corr}(\hat n,\hat T_0)=-\frac{u\cdot v}{|u||v|},\qquad
\frac{dn}{dT_0}=\frac{\mathrm{cov}(\hat n,\hat T_0)}{\mathrm{var}(\hat T_0)}=-\frac{u\cdot v}{u\cdot u}.
$$

The second expression is the slope of the likelihood ridge: it minimizes $|u\,\delta n+v\,\delta T_0|^2$ over $\delta n$ at given $\delta T_0$. If $n$ were known, the variance of $\hat T_0$ would be $s^2/(m\,v\cdot v)$. Comparison with $F^{-1}$ shows that this knowledge multiplies its standard error by $\sqrt{1-\rho^2}$.

**The sign of the correlation.** Use $\beta=1/T$, so that $T_0\beta>1$. Then $f=\ln(T_0\beta-1)-\ln\beta$ and $g=\beta/(T_0\beta-1)$, and two differentiations give

$$
f''=\frac1{\beta^2}-\frac{T_0^2}{(T_0\beta-1)^2}<0,\qquad
g''=\frac{2T_0}{(T_0\beta-1)^3}>0 .
$$

The first inequality holds because $T_0\beta>T_0\beta-1>0$. Thus $-f$ and $g$ are both strictly convex in $\beta$.

Let $r=Pg$. It is $g$ minus a straight line, hence strictly convex, with at most two zeros. It is also orthogonal to the constant and to $\beta$. With no sign change its sum could not vanish; with one, at $c$, the sum of $r_i(\beta_i-c)$ could not vanish. So $r$ has signs $+,-,+$, with zeros $c_1<c_2$. Subtract from $-f$ the line through its values at $c_1$ and $c_2$. The difference $q$ has the same signs by convexity, and $r$ is orthogonal to the line, so

$$
r\cdot(-f)=r\cdot q>0 .
$$

Therefore $u\cdot v=n\,(Pf)\cdot(Pg)<0$, and $\rho>0$. Unequal part numbers add positive weights and leave the argument intact.

**How many temperatures are needed.** With three, the constant, $1/T$ and the strictly concave $f$ fit any three cell means at every $T_0$ if $n$ may have either sign. The sign needed does not depend on $T_0$, so means that admit $n>0$ at one $T_0$ admit it at all, and $T_0$ cannot be identified. Four suffice for a local estimate. To see this, put $z=T_0\beta$ and form

$$
\frac{f''}{g''}=-\frac{T_0}{2}\left(2-\frac3z+\frac1{z^2}\right).
$$

The bracket has derivative $(3z-2)/z^3>0$ for $z>1$, so the ratio is monotonic. A nonzero combination of $f''$ and $g''$ then has at most one zero, and the corresponding combination of $1,\beta,f,g$ at most three. It cannot vanish at four temperatures; the four columns are independent and $\rho<1$.

In 500 random designs with five to ten temperatures and unequal part numbers, the smallest correlation was 0.89, consistent with the proof. These designs kept every oven at least 5 K below $T_0$; the proof fixes only the sign, and 0.89 is not a general lower bound.

## The two ends of the profile

For $T_0\to\infty$, expand the logarithm:

$$
-n\ln(T_0-T)=-n\ln T_0+\frac n{T_0}T+O\left(\frac{nT^2}{T_0^2}\right).
$$

Hold $c=n/T_0$ fixed. The remainder is of order $cT^2/T_0$ and vanishes, leaving $\mu=\text{const}+E_a x+cT$. The power law has become an exponential in temperature, with $n$ and $T_0$ both infinite. This model has a finite misfit, so $D$ approaches a plateau. If the plateau lies below 3.84, the interval for $T_0$ has no upper bound.

For $T_0\to T_{\max}$, the logarithm diverges in the hottest oven alone. Put $n=J/|\ln g|$, with $g$ in units of 100 K. The term $-n\ln g$ tends to $J$, while the contributions in the other ovens vanish as $1/|\ln g|$. The hottest cell becomes free to rise above the Arrhenius law that the others follow, again with finite misfit. In the noise-free fit, reducing $g$ from $10^{-150}$ to $10^{-300}$ K halved the distance from this limit to within the test's allowance of 0.03 on the ratio, as the inverse logarithm requires.

## A fit to eight ovens

The true parameters are $A=100$ h, $E_a=1.20$ eV, $n=3$, $T_0=690$ K and $s=0.30$, with $T_r=575$ K. Eight ovens run from 475 to 650 K in steps of 25 K, with 30 parts in each. For the coldest, $x=4.2488\ \mathrm{eV^{-1}}$, so

$$
\ln\frac{t_{50}}{100\ \mathrm h}=1.2(4.2488)-3\ln2.15=5.0986-2.2964=2.8022,
$$

or 1648 h. The shortest median life is at 610 K, and the hottest two ovens lie beyond it.

The fit gives $E_a=1.26$ eV, $n=3.62$, $T_0=702$ K and $s=0.27$. The estimates of $n$ and $T_0$ are both high, as the positive correlation favours. The fitted $A=155$ h looks far from 100 h, but $A$ refers to a 100 K gap. At 575 K the fitted median is $155.5(1.275)^{-3.624}\approx64$ h, against a true 65.8 h.

A direct nonlinear fit to all 240 lives agreed with the reduced fit within 0.02 K in $T_0$, and the two deviances 20 K above the optimum agreed within $10^{-4}$.

The profile shows the ridge. In the last column $n$ is held at its best value, while $A$ and $E_a$ are still refitted.

| $T_0$ (K) | refitted $n$ | $D$ | $D$, $n$ held |
|---:|---:|---:|---:|
| 680 | 2.33 | 4.33 | 166.8 |
| 690 | 2.90 | 1.00 | 44.5 |
| 700 | 3.48 | 0.03 | 1.4 |
| 710 | 4.07 | 0.23 | 9.2 |
| 720 | 4.66 | 1.03 | 36.6 |
| 730 | 5.28 | 2.13 | 67.5 |

Holding $n$ would reject the true 690 K decisively; refitting it leaves 690 K acceptable. The 95% profile intervals are 681 to 744 K for $T_0$ and 2.4 to 6.2 for $n$. The first extends 21 K below the estimate and 41 K above it, an asymmetry that a symmetric standard-error interval cannot show.

At the true parameters $\rho=0.986$ and the ridge slope is 0.059 per kelvin. The standard errors are 0.08 eV, 0.69 and 11.6 K for $E_a$, $n$ and $T_0$. Knowing $n$ would reduce the last to $11.55\sqrt{1-0.9862^2}=1.9$ K, but an assumed wrong $n$ would instead displace $T_0$ along the ridge.

In 3000 simulated experiments of this design, 95.2% of the $T_0$ intervals contained the true value. The sampling error of that figure is about 0.4 percentage points, so the asymptotic threshold serves well here.

## Removing the hottest ovens

For noise-free cell means with misfit $M=\sum_i(\bar y_i-\mu_i)^2$, replace $W$ by $Ns^2$. The deviance is then $N\ln[1+mM/(Ns^2)]$. With eight ovens its plateaus are 144 at the lower end and 45 at the upper end, so both extremes are excluded.

Now remove the 625 and 650 K ovens, keeping 30 parts in each of the other six. The upper plateau falls to 1.1, below 3.84: even cell means without sampling error would give no upper bound on $T_0$ at this noise level. The correlation rises to 0.996. The linearized standard error becomes 123 K, larger than the 90 K between the hottest remaining oven and $T_0$, so linearization has failed as a description of the uncertainty.

The random data behave differently in detail. Their best $T_0$ from six ovens is 646 K, below the temperature of a removed oven in which parts did fail. Their upper plateau is 3.0, so infinite $T_0$ is still not rejected. A point estimate alone would conceal this.

## Extrapolation to use temperature

At 378 K the true median is $1.00\times10^6$ h and the fitted one $1.18\times10^6$ h. If $d$ is the gradient of $\ln t_{50}$ with respect to $(\ln A,E_a,n,T_0)$ and $C$ their covariance matrix, the variance of the predicted log life is $d^{\mathsf T}Cd$. This gives a standard error of 0.33, hence an approximate 95% factor of $e^{1.96(0.327)}=1.9$ either way. Dropping all correlations would give 1.51, which is 4.6 times the full result; this factor depends on the reference temperature and the 100 K scale used to define $A$.

With $A$ defined instead at 378 K and a 312 K gap, the factor at the true parameters is only 1.3, against 3.7 there in the original convention.

In the original convention, moving along the ridge by one standard error of $T_0$ changes the log life by about $+0.77$ through $E_a$ and $-0.77$ through $n$. These two parts cancel, but the net change from all four parameters is still 0.275, about 70% of the variance, so the ridge supplies most of the prediction error. At the ends of the $T_0$ interval the predicted life is $0.72\times10^6$ and $2.1\times10^6$ h. The simulated central half-width of the log prediction, 0.33, agrees with the linearized error at the true parameters. These errors are statistical and presume that the model holds down to 378 K.

## Errors of the model

A neglected effect adds $\delta_i$ to the log median. Refitting the noise-free medians with $\delta_i$ included shows which parameter absorbs it.

**Barrier lowering.** Let $\sigma=B(T_0-T)$ be the tensile stress and $\Omega$ the atomic volume. If tension lowers the transport barrier by $\sigma\Omega$, then, with $k_B$ in J/K,

$$
\delta=-\frac{B\Omega(T_0-T)}{k_BT}=-\frac{B\Omega T_0}{k_BT}+\frac{B\Omega}{k_B}.
$$

This is a constant plus a term in $1/T$. It changes $A$ and lowers the apparent activation energy by $B\Omega T_0$, leaving $n$ and $T_0$ untouched. For $B=3$ MPa/K and $\Omega=0.011\ \mathrm{nm^3}$ the shift is $-0.14$ eV, nearly twice the statistical error, though the fit itself remains perfect.

**Stress relief by the void.** A void of volume $V_v$ in a lead of volume $V$ relieves a volume strain $V_v/V$. For a linear expansion mismatch $\Delta\alpha$ this equals a temperature change $h=V_v/(3\Delta\alpha V)$. The fraction of stress relieved at failure is $\phi=h/(T_0-T)$. When a fraction $z$ has been relieved, the void grows at $(1-z)^n$ times its initial rate, and $z$ is proportional to the void volume. Integrating the time from $z=0$ to $z=\phi$ shows that life is multiplied by

$$
\frac1\phi\int_0^\phi(1-z)^{-n}dz=1+\frac{n\phi}{2}+O(\phi^2).
$$

Thus $\delta\approx nh/[2(T_0-T)]$. Since $\partial\mu/\partial T_0=-n/(T_0-T)$, this is a shift of $T_0$ by $-h/2$. A void 20 nm long in a 100 µm lead of equal cross-section, with $\Delta\alpha=10^{-5}\ \mathrm{K^{-1}}$, gives $h=6.7$ K and a predicted shift of $-3.3$ K. The full refit gives $-3.9$ K; at one thousandth of this $h$ the first-order result held within 2%.

**Smaller corrections and oven error.** A $1/T$ factor in the mobility, or elastic softening of $3\times10^{-4}$ per kelvin, each moves $T_0$ by about $+0.8$ K and $n$ by $+0.07$. If the hottest oven runs 2 K above its nominal temperature, $T_0$ moves by $-6.7$ K and $n$ by $-0.28$. The same error in the coldest oven also moves $T_0$ by $-6.7$ K, and in the 525 K oven by $+5.0$ K. If all ovens run 2 K hot together, the shift is only about $-2$ K. The sensitivity depends on the oven: the same error in the 575 or 600 K oven moves $T_0$ by only about 0.6 K. For $T_0$ in this design, a small error in the hottest, coldest or 525 K oven alone therefore matters more than the same offset common to all.

## Relation to cobalt interconnects

The example is illustrative. The expansion mismatch and atomic volume are rough cobalt-scale values; $E_a$, $n$, $T_0$ and the effective confinement modulus of 100 GPa are assumed, not measured. The activation energy matters most for the test time: with 2.4 eV and the other parameters unchanged, the median life in the coldest oven would be $2.7\times10^5$ h, and the ovens would have to be chosen anew. A 100 µm lead was assumed for the void correction. For 10 µm, $h$ would be 67 K, exceeding the 40 K and 65 K gaps of the two hottest ovens: in this model the stress would be spent before the 20 nm void formed, and the power-law life would fail in both. In the other six ovens stress relief would lengthen life by factors from 1.8 at 475 K to 9.4 at 600 K, so the simple power law would be a poor description there too. Cobalt's hcp–fcc transition, roughly 700 K, lies inside the $T_0$ interval. The ovens all stay below it, so $T_0$ is best read as the extrapolated zero of the low-temperature stress line. Real metal can also yield. The elastic stress is 0.65 GPa in the coldest oven but 0.94 GPa at 378 K. If parts went directly from $T_0$ to the oven or to use, an assumed plastic cap of 0.8 GPa would leave the test data unchanged and lengthen use life by $(0.936/0.8)^3=1.6$. Parts are normally cooled to room temperature first, however. At 298 K the elastic stress would be 1.18 GPa, above the assumed cap. The cap is only a stand-in: the stress of this model is a mean (hydrostatic) stress, whereas real yield is governed by the deviatoric part, which depends on the line geometry and is not computed here. With elastic reheating from 0.8 GPa at 3 MPa/K, the stress would vanish near 565 K instead of 690 K, and the test data would change too. The thermal history before the test therefore matters. Periodic inspection and unfinished tests would require a censored likelihood, whose effect is not estimated here.

## Values computed for the example and the checks

```
True: A 100 h, Ea 1.20 eV, n 3.0, T0 690 K, log sd 0.30, Tr 575 K
Parts per oven 30, total 240; longest life 2430 h
Temperature of shortest median life: 609.9 K
Oven 475 K: true median 1648.0 h, sample geometric mean 1615.6 h
Oven 500 K: true median 551.3 h, sample geometric mean 546.1 h
Oven 525 K: true median 223.5 h, sample geometric mean 217.3 h
Oven 550 K: true median 109.6 h, sample geometric mean 109.1 h
Oven 575 K: true median 65.8 h, sample geometric mean 61.9 h
Oven 600 K: true median 50.0 h, sample geometric mean 49.5 h
Oven 625 K: true median 52.5 h, sample geometric mean 52.6 h
Oven 650 K: true median 95.5 h, sample geometric mean 86.1 h
Fit: A 155.5 h, Ea 1.255 eV, n 3.624, T0 702.49 K, log sd 0.2739
95% deviance threshold: 3.841
95% profile interval T0: 681.0 to 743.7 K
95% profile interval n: 2.37 to 6.16
Ridge: T0 (K), refitted n, Ea (eV), deviance, deviance with n held at best fit
  670, 1.761, 1.037, 12.73, 366.59
  680, 2.332, 1.116, 4.33, 166.83
  690, 2.902, 1.183, 1.00, 44.53
  700, 3.479, 1.241, 0.03, 1.37
  710, 4.066, 1.294, 0.23, 9.22
  720, 4.664, 1.341, 1.03, 36.63
  730, 5.275, 1.385, 2.13, 67.46
At true parameters: corr(n,T0) 0.9862, ridge slope 0.0588 per K
Standard errors: Ea 0.078 eV, n 0.689, T0 11.55 K
Standard error of T0 with n known: 1.91 K
At fitted parameters: corr(n,T0) 0.9889
Smallest correlation in 500 random designs: 0.8935
Expected deviance plateaus: T0 to hottest oven 144.0, T0 to infinity 44.8
Simulated coverage of 95% T0 interval: 95.2 %
Six cooler ovens: corr(n,T0) 0.99612, linearized T0 error 122.8 K
Six cooler ovens: expected infinite-T0 deviance 1.10
Six cooler ovens, this data: best T0 in scan 646.2 K, infinite-T0 deviance 3.00
Use at 378 K: true median 9.978e+05 h, fitted 1.178e+06 h
Use log-life error: full covariance 0.327, all correlations dropped 1.508
Use log-life error at truth: linearized 0.326, simulated central half-width 0.326
Use life at T0 interval ends: 7.176e+05, 2.143e+06 h
Rough inputs: mismatch 10 ppm/K, effective modulus 100 GPa, atomic volume 0.011 nm3
Void 20 nm in lead 100 um: temperature equivalent h 6.67 K
Softening coefficient 3.0e-04 per K; stress slope 3.0 MPa/K
Neglected effect: max |log-life change|; shifts Ea (eV), n, T0 (K)
  barrier lowering: 1.082; -0.142, -0.000, -0.00
  void stress relief: 0.278; -0.001, -0.014, -3.86
  1/T mobility: 0.191; -0.037, +0.072, +0.77
  elastic softening: 0.089; -0.012, +0.073, +0.75
  hottest oven +2 K: 0.088; -0.023, -0.282, -6.67
Elastic stress: coldest oven 0.645 GPa, use 0.936 GPa
Plastic cap 0.8 GPa lengthens use life by factor 1.60
Rough hcp-fcc transition 695 K; hottest oven lies 45 K below
```
